# What an efficiency curve reveals about the ABC recombination coefficients: a program that tests the result

```python
"""
ABC recombination model: R(n) = A n + B n^2 + C n^3, efficiency = B n^2 / R.
Result under test: the efficiency peaks at n = sqrt(A/C) with the value
Q/(Q+2), Q = B/sqrt(A C). Efficiency against density is unchanged when
(A,B,C) -> (sA,sB,sC); efficiency against injection rate is unchanged when
(A,B,C) -> (sA,s^2 B,s^3 C). Each curve fixes exactly two combinations, and
one small-signal lifetime supplies the missing third.
Symbols: n carrier density (cm^-3), A (1/s), B (cm^3/s), C (cm^6/s),
G injection rate per volume (cm^-3 s^-1), J = e d G current density,
d active thickness, tau small-signal lifetime at constant injection.
"""
import numpy as np
from scipy.constants import e as charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


def total_rate(n, coeff):
    A, B, C = coeff
    return A * n + B * n**2 + C * n**3


def efficiency(n, coeff):
    return coeff[1] * n**2 / total_rate(n, coeff)


def density_at_injection(G, coeff):
    """Solve R(n) = G for the density, working with logarithms."""
    def mismatch(log_n):
        return np.log(total_rate(np.exp(log_n), coeff) / G)
    return np.exp(brentq(mismatch, np.log(1e8), np.log(1e25),
                         xtol=1e-14, rtol=1e-14))


def numerical_peak(coeff):
    """Locate the efficiency maximum by direct search."""
    found = minimize_scalar(lambda u: -efficiency(np.exp(u), coeff),
                            bounds=(np.log(1e14), np.log(1e23)),
                            method="bounded", options={"xatol": 1e-10})
    return np.exp(found.x), -found.fun


def inverse_lifetime(n, coeff):
    A, B, C = coeff
    return A + 2 * B * n + 3 * C * n**2


def simulated_lifetime(n_steady, coeff):
    """Decay time of a small excess density, from the full rate equation."""
    G = total_rate(n_steady, coeff)
    excess, duration_ns = 1e-4, 5.0

    def slope(t_ns, u):
        return 1e-9 * (G - total_rate(u * n_steady, coeff)) / n_steady

    run = solve_ivp(slope, (0, duration_ns), [1 + excess], method="DOP853",
                    rtol=1e-12, atol=1e-14)
    assert run.success
    return 1e-9 * duration_ns / np.log(excess / (run.y[0, -1] - 1))


def sensitivities(observable, coeff, step=1e-4):
    """Derivatives of the data with respect to ln A, ln B, ln C."""
    columns = []
    for k in range(3):
        shift = np.zeros(3)
        shift[k] = step
        up = observable(coeff * np.exp(shift))
        down = observable(coeff * np.exp(-shift))
        columns.append((up - down) / (2 * step))
    return np.array(columns).T


# Peak position and height against direct search, random coefficients
rng = np.random.default_rng(7)
worst_position = worst_height = 0.0
for _ in range(40):
    trial = 10.0 ** rng.uniform([6, -12, -31], [8, -10, -29])
    n_found, eta_found = numerical_peak(trial)
    q_trial = trial[1] / np.sqrt(trial[0] * trial[2])
    worst_position = max(worst_position,
                         abs(n_found / np.sqrt(trial[0] / trial[2]) - 1))
    worst_height = max(worst_height,
                       abs(eta_found - q_trial / (q_trial + 2)))
assert worst_position < 1e-5   # a flat maximum limits the search accuracy
assert worst_height < 1e-10

# Worked example
first = np.array([4e6, 2e-11, 1e-30])
thickness_cm = 1e-6
s = 2.0
second = first * np.array([s, s**2, s**3])
third = first * s
n0 = np.sqrt(first[0] / first[2])
Q = first[1] / np.sqrt(first[0] * first[2])
eta0 = Q / (Q + 2)
G0 = total_rate(n0, first)
J0 = charge * thickness_cm * G0

# Reduced forms of efficiency and injection rate
x = np.logspace(-2, 2, 41)
assert np.allclose(efficiency(x * n0, first), Q / (Q + x + 1 / x), rtol=1e-12)
assert np.allclose(total_rate(x * n0, first),
                   first[0] * n0 * (x + Q * x**2 + x**3), rtol=1e-12)

# Curves of the three coefficient sets
G_grid = G0 * np.logspace(-3, 3, 41)
n_grid = n0 * x


def curve_vs_injection(coeff):
    return np.array([efficiency(density_at_injection(G, coeff), coeff)
                     for G in G_grid])


def curve_vs_density(coeff):
    return efficiency(n_grid, coeff)


gap_G_second = np.max(abs(curve_vs_injection(second)
                          - curve_vs_injection(first)))
gap_n_second = np.max(abs(curve_vs_density(second) - curve_vs_density(first)))
gap_G_third = np.max(abs(curve_vs_injection(third)
                         - curve_vs_injection(first)))
gap_n_third = np.max(abs(curve_vs_density(third) - curve_vs_density(first)))
assert gap_G_second < 1e-10 and gap_n_third < 1e-10
assert gap_n_second > 0.01 and gap_G_third > 0.01

# How many combinations each data set fixes, and which direction stays free


def injection_data_with_lifetime(coeff):
    n_here = density_at_injection(G0, coeff)
    return np.append(curve_vs_injection(coeff),
                     -np.log(inverse_lifetime(n_here, coeff)))


def analyse(observable):
    _, values, directions = np.linalg.svd(sensitivities(observable, first))
    return values / values[0], directions[-1] / directions[-1][0]


sv_n, free_n = analyse(curve_vs_density)
sv_G, free_G = analyse(curve_vs_injection)
sv_tau, _ = analyse(injection_data_with_lifetime)
assert sv_n[1] > 0.01 and sv_n[2] < 1e-6
assert sv_G[1] > 0.01 and sv_G[2] < 1e-6
assert sv_tau[2] > 0.01
assert np.allclose(free_n, [1, 1, 1], atol=1e-5)
assert np.allclose(free_G, [1, 2, 3], atol=1e-5)

# Lifetime at the peak: time-dependent simulation against the formula
tau_formula, tau_simulated = [], []
for coeff in (first, second):
    n_peak = np.sqrt(coeff[0] / coeff[2])
    tau_formula.append(1 / (2 * coeff[0] * (Q + 2)))
    tau_simulated.append(simulated_lifetime(n_peak, coeff))
# the finite excess of 1e-4 leaves a relative nonlinearity of that order
assert np.allclose(tau_formula, tau_simulated, rtol=1e-3)

# Recover the coefficients from peak efficiency, peak injection and lifetime
recovered_sets = []
for coeff, tau in zip((first, second), tau_simulated):
    n_found, eta_found = numerical_peak(coeff)
    G_found = total_rate(n_found, coeff)
    A_rec = (1 - eta_found) / (4 * tau)
    n_rec = 2 * G_found * tau
    Q_rec = 2 * eta_found / (1 - eta_found)
    recovered = np.array([A_rec, Q_rec * A_rec / n_rec, A_rec / n_rec**2])
    assert np.allclose(recovered / coeff, 1, rtol=1e-3)
    recovered_sets.append(recovered)

print(f"active thickness d = {thickness_cm * 1e7:.1f} nm")
print(f"scale factor s = {s:.1f}")
for name, coeff in (("set 1", first), ("set 2 (s,s^2,s^3)", second),
                    ("set 3 (s,s,s)", third)):
    n_peak, eta_peak = numerical_peak(coeff)
    J_peak = charge * thickness_cm * total_rate(n_peak, coeff)
    print(f"{name}: A = {coeff[0]:.3e} 1/s, B = {coeff[1]:.3e} cm^3/s, "
          f"C = {coeff[2]:.3e} cm^6/s")
    print(f"  searched peak: n = {n_peak:.4e} cm^-3, "
          f"efficiency = {eta_peak:.5f}, J = {J_peak:.3f} A/cm^2")
print(f"set 1 formula: n0 = {n0:.4e} cm^-3, Q = {Q:.4f}, "
      f"peak efficiency = {eta0:.5f}")
print(f"set 1 trap rate at peak = {first[0] * n0:.3e} cm^-3 s^-1")
print(f"set 1 radiative rate at peak = {first[1] * n0**2:.3e} cm^-3 s^-1")
print(f"set 1 Auger rate at peak = {first[2] * n0**3:.3e} cm^-3 s^-1")
print(f"set 1 total rate at peak G0 = {G0:.3e} cm^-3 s^-1")
print(f"set 1 current density at peak J0 = {J0:.3f} A/cm^2")
print("same current, sets 1 and 2:")
for J in (1.0, J0, 100.0, 1000.0):
    G = J / (charge * thickness_cm)
    n1, n2 = (density_at_injection(G, c) for c in (first, second))
    print(f"  J = {J:.3f} A/cm^2: n = {n1:.3e} and {n2:.3e} cm^-3, "
          f"efficiency = {efficiency(n1, first):.5f} and "
          f"{efficiency(n2, second):.5f}")
print(f"largest efficiency gap, sets 1-2, at equal J: {gap_G_second:.1e}")
print(f"largest efficiency gap, sets 1-2, at equal n: {gap_n_second:.3f}")
print(f"largest efficiency gap, sets 1-3, at equal J: {gap_G_third:.3f}")
print(f"largest efficiency gap, sets 1-3, at equal n: {gap_n_third:.1e}")
for label, sv in (("efficiency(n)", sv_n), ("efficiency(J)", sv_G),
                  ("efficiency(J) + lifetime", sv_tau)):
    print(f"{label}: relative singular values "
          f"{sv[0]:.3f}, {sv[1]:.3f}, {sv[2]:.1e}; "
          f"combinations fixed = {int(np.sum(sv > 1e-6))}")
print("free direction (ln A, ln B, ln C), efficiency(n): "
      + ", ".join(f"{v:.4f}" for v in free_n))
print("free direction (ln A, ln B, ln C), efficiency(J): "
      + ", ".join(f"{v:.4f}" for v in free_G))
for k in range(2):
    print(f"set {k + 1} peak lifetime: formula {tau_formula[k] * 1e9:.3f} ns, "
          f"simulated {tau_simulated[k] * 1e9:.3f} ns")
    rec = recovered_sets[k]
    print(f"  recovered: A = {rec[0]:.3e} 1/s, B = {rec[1]:.3e} cm^3/s, "
          f"C = {rec[2]:.3e} cm^6/s")
print(f"random trials: worst relative error of peak density "
      f"{worst_position:.1e}, worst error of peak efficiency "
      f"{worst_height:.1e}")
print("finished without a failed check")
```

It prints:

```
active thickness d = 10.0 nm
scale factor s = 2.0
set 1: A = 4.000e+06 1/s, B = 2.000e-11 cm^3/s, C = 1.000e-30 cm^6/s
  searched peak: n = 2.0000e+18 cm^-3, efficiency = 0.83333, J = 15.381 A/cm^2
set 2 (s,s^2,s^3): A = 8.000e+06 1/s, B = 8.000e-11 cm^3/s, C = 8.000e-30 cm^6/s
  searched peak: n = 1.0000e+18 cm^-3, efficiency = 0.83333, J = 15.381 A/cm^2
set 3 (s,s,s): A = 8.000e+06 1/s, B = 4.000e-11 cm^3/s, C = 2.000e-30 cm^6/s
  searched peak: n = 2.0000e+18 cm^-3, efficiency = 0.83333, J = 30.762 A/cm^2
set 1 formula: n0 = 2.0000e+18 cm^-3, Q = 10.0000, peak efficiency = 0.83333
set 1 trap rate at peak = 8.000e+24 cm^-3 s^-1
set 1 radiative rate at peak = 8.000e+25 cm^-3 s^-1
set 1 Auger rate at peak = 8.000e+24 cm^-3 s^-1
set 1 total rate at peak G0 = 9.600e+25 cm^-3 s^-1
set 1 current density at peak J0 = 15.381 A/cm^2
same current, sets 1 and 2:
  J = 1.000 A/cm^2: n = 4.631e+17 and 2.316e+17 cm^-3, efficiency = 0.68728 and 0.68728
  J = 15.381 A/cm^2: n = 2.000e+18 and 1.000e+18 cm^-3, efficiency = 0.83333 and 0.83333
  J = 100.000 A/cm^2: n = 4.925e+18 and 2.462e+18 cm^-3, efficiency = 0.77710 and 0.77710
  J = 1000.000 A/cm^2: n = 1.357e+19 and 6.787e+18 cm^-3, efficiency = 0.59050 and 0.59050
largest efficiency gap, sets 1-2, at equal J: 2.7e-14
largest efficiency gap, sets 1-2, at equal n: 0.168
largest efficiency gap, sets 1-3, at equal J: 0.116
largest efficiency gap, sets 1-3, at equal n: 0.0e+00
efficiency(n): relative singular values 1.000, 0.527, 8.1e-11; combinations fixed = 2
efficiency(J): relative singular values 1.000, 0.606, 1.3e-10; combinations fixed = 2
efficiency(J) + lifetime: relative singular values 1.000, 0.598, 1.6e-01; combinations fixed = 3
free direction (ln A, ln B, ln C), efficiency(n): 1.0000, 1.0000, 1.0000
free direction (ln A, ln B, ln C), efficiency(J): 1.0000, 2.0000, 3.0000
set 1 peak lifetime: formula 10.417 ns, simulated 10.416 ns
  recovered: A = 4.000e+06 1/s, B = 2.000e-11 cm^3/s, C = 1.000e-30 cm^6/s
set 2 peak lifetime: formula 5.208 ns, simulated 5.208 ns
  recovered: A = 8.000e+06 1/s, B = 8.001e-11 cm^3/s, C = 8.001e-30 cm^6/s
random trials: worst relative error of peak density 2.8e-07, worst error of peak efficiency 9.0e-15
finished without a failed check
```
